# Why More Converter Bits May Not Increase a Camera's Dynamic Range

**Q:** I am replacing a camera's 12-bit converter with a 14-bit one. Each bit doubles the number of codes, so I expect two more stops of dynamic range. The pixel stays the same. What could go wrong?

**A:** The number of codes is not the dynamic range. Dynamic range compares the largest signal the camera records linearly with the error it makes in the dark. If the new converter spans the same input range as the old one, its extra codes only divide that range more finely. They cannot make the pixel hold more charge, and they cannot remove noise that was present before the conversion.

**Q:** Then define the quantities, so that I can see where the bits enter.

**A:** I count charge in electrons, which is the atomic unit of charge. A packet of $N$ electrons on a capacitance $C$ then gives a voltage $N/C$, and every voltage in the chain can be referred back to a number of electrons.

The pixel is linear up to its full well $W$. The analogue circuits add Gaussian noise of zero mean and rms value $s$, including any analogue noise of the converter itself. A constant pedestal $P$ keeps dark readings away from code zero. An ideal $B$-bit converter with full scale $R$ has the step

$$q=\frac{R}{2^B}$$

and rounds its input to the nearest level $kq$, with $k=0,1,\ldots,2^B-1$. We subtract the known pedestal afterwards. I consider one pixel in one exposure, and I hold $s$ fixed when $B$ changes.

With $N_{\max}$ the largest linear signal and $\sigma$ the rms error in the dark,

$$\mathrm{DR}=20\log_{10}\frac{N_{\max}}{\sigma}.$$

One stop is a factor of two, or $20\log_{10}2=6.02$ dB.

**Q:** The step is surely part of $\sigma$. How much does rounding add?

**A:** Let $x$ be the noise-free level at the converter and $n$ the analogue noise. The converter sees $y=x+n$ and returns $Q(y)$. The total error is

$$Q(y)-x=n+r,\qquad r=Q(y)-y.$$

The rounding error $r$ depends on where $y$ lies within a step. Pedestals differ between pixels, so I average over positions of $x$ spread uniformly over one step. For any fixed $n$, adding $n$ merely shifts this uniform distribution around the step, and it stays uniform. So $r$ is uniform between $-q/2$ and $q/2$ whatever the value of $n$, which means that $r$ and $n$ are independent. The mean of $r$ is zero, and its variance is

$$\frac1q\int_{-q/2}^{q/2}r^2\,dr=\frac1q\cdot\frac{2}{3}\left(\frac q2\right)^3=\frac{q^2}{12}.$$

Variances of independent errors add, hence

$$\sigma^2=s^2+\frac{q^2}{12}.$$

With this averaging the result holds for coarse steps too, provided that dark readings do not clip at code zero. A single pixel with a fixed pedestal can behave differently.

**Q:** And the ceiling? A converter with more codes can count higher.

**A:** It counts higher in codes, but not necessarily in electrons. The top code stands for $(2^B-1)q$, and inputs begin to clip half a step above it, at $(2^B-\tfrac12)q$. If the pedestals spread by up to $q/2$ about $P$, the highest of them reaches that point when

$$N+P+\frac q2=\left(2^B-\frac12\right)q,\qquad\text{so}\qquad N=(2^B-1)q-P.$$

The pixel itself stops at $W$. The lower limit wins:

$$N_{\max}=\min\left[W,\,(2^B-1)q-P\right].$$

This ceiling describes the mean response and ignores noise excursions near the top. Altogether,

$$\mathrm{DR}=20\log_{10}\frac{\min[W,(2^B-1)q-P]}{\sqrt{s^2+q^2/12}}.$$

If the range already covers the well, the numerator is $W$ before and after the upgrade. The denominator cannot fall below $s$. More bits therefore bring the dynamic range closer to $20\log_{10}(W/s)$, but not past it.

**Q:** So how much do $b$ extra bits buy me?

**A:** Keep $R$, $W$ and $s$ fixed, with the well setting the ceiling. The new step is $q/2^b$, so its square is $q^2/4^b$. The ceilings cancel when we subtract the two dynamic ranges, and a ratio of square roots under $20\log_{10}$ becomes a ratio of variances under $10\log_{10}$:

$$\Delta_b=10\log_{10}\frac{s^2+q^2/12}{s^2+q^2/(12\cdot4^b)}.$$

There are two limits. If rounding dominates even after the upgrade, $s^2$ can be dropped from both lines and $\Delta_b\to10\log_{10}4^b=6.02\,b$ dB. That is your rule of one stop per bit. If read noise dominates before the upgrade, the ratio is close to one and the gain is close to zero.

Letting $b\to\infty$ gives everything that further bits could still add:

$$\Delta_\infty=10\log_{10}\left(1+\frac{q^2}{12s^2}\right).$$

**Q:** Put numbers to it. My camera has a small CMOS pixel.

**A:** Take rough, round values for such a pixel: a full well of 10000 electrons, a read noise of 2.5 electrons and a pedestal of 200 electrons. Let the conversion gain be 80 µV per electron and the converter range 1000 mV. The full scale is then $R=1000\ \mathrm{mV}/80\ \mathrm{\mu V}=12500$ electrons, which leaves room for the well and the pedestal. The analogue limit is

$$20\log_{10}\frac{10000}{2.5}=72.0\ \mathrm{dB},$$

or 12.0 stops.

At 12 bits the step is $12500/4096=3.05$ electrons, and

$$\sigma=\sqrt{2.5^2+\frac{3.05^2}{12}}=2.65\ \text{electrons}.$$

At 14 bits the step is 0.763 electrons and $\sigma=2.51$ electrons. Other bit depths follow in the same way:

| Bits | Step (electrons) | Floor (electrons) | DR (dB) |
|---:|---:|---:|---:|
| 6 | 195 | 56.4 | 45.0 |
| 8 | 48.8 | 14.3 | 56.9 |
| 10 | 12.2 | 4.32 | 67.3 |
| 12 | 3.05 | 2.65 | 71.5 |
| 14 | 0.763 | 2.51 | 72.0 |
| 16 | 0.191 | 2.50 | 72.0 |

In every row the well sets the ceiling. Your upgrade from 12 to 14 bits gains 0.47 dB, or 0.08 stop, where you expected 12.04 dB. All bits beyond 12 together can add no more than 0.51 dB.

**Q:** But from 6 to 8 bits the table jumps by nearly 12 dB. So my rule does work there.

**A:** It does, because a step of 195 electrons swamps a read noise of 2.5 electrons. From 8 to 10 bits the gain is 10.4 dB, and from 10 to 12 bits it is 4.2 dB. The rule fails gradually as $q/\sqrt{12}$ approaches $s$ from above, and little gain is left once it has dropped well below $s$. "Bits never help" would be as wrong as "each bit adds a stop".

**Q:** There is something odd in the 10-bit row. You give 67.3 dB, which is 11.2 stops. How can 10 bits deliver more than 10 stops?

**A:** The floor is an rms error, not a whole step. Rounding alone has an rms error of $q/\sqrt{12}$, and $\log_2\sqrt{12}=1.79$, so an ideal converter without other noise has a ratio of about $B+1.79$ stops between full scale and floor. Here the well uses 10000 of the 12500 electrons, which costs 0.32 stop, and read noise raises the floor from 3.52 to 4.32 electrons, which costs 0.29 stop. The sum is $10+1.79-0.32-0.29=11.2$ stops. It is a ratio of a signal to an average error. It does not count the levels that one reading can distinguish.

**Q:** How do I choose a sufficient number of bits, then?

**A:** Decide how many decibels $L$ below the analogue limit you can accept. With the ceiling set by the well, the loss is $\Delta_\infty$, so we need

$$10\log_{10}\left(1+\frac{q^2}{12s^2}\right)\le L.$$

Divide by 10, raise 10 to both sides, and solve for $q$:

$$q\le s\sqrt{12\left(10^{L/10}-1\right)}.$$

Since $2^B=R/q$, a smaller step means more bits:

$$B\ge\log_2\frac{R}{s\sqrt{12(10^{L/10}-1)}}.$$

For $L=0.1$ dB the square root is 0.529, so the step may be at most about half the read noise, here 1.32 electrons. The formula gives $B\ge13.2$, hence 14 bits. If you can accept a loss of 0.51 dB, 12 bits are enough.

**Q:** I could measure the dark noise instead. If a coarse converter gives exactly the same code in every dark frame, its noise is zero and its dynamic range is enormous.

**A:** That zero is a dead zone. Take 8 bits and hold the pedestal at 200 electrons. In steps this is $200/48.8=4.10$, so the reading is code 4. The edge of the next code is at 4.5 steps, or 219.7 electrons, which is 19.7 electrons away and nearly eight times the read noise. The code practically never changes, and the temporal noise is below 0.001 electrons.

Now raise the level by exactly 10 electrons. It is still 9.7 electrons below the edge. Summing the Gaussian probabilities of all codes gives a mean output that rises by 0.002 electrons instead of 10. A light signal of mean 10 electrons also brings its own shot noise, which reaches the edge more often, but even then the mean output rises by only about 0.5 electrons. The converter has hidden nearly all of the signal along with the noise. This is why I defined the floor as an error relative to the true level, averaged over positions in a step.

At 10 bits the same pedestal happens to lie 1.4 electrons below a code edge. Readings hop between two codes about 12 electrons apart, and the temporal noise is 5.5 electrons, which is more than the average floor of 4.3. A dark-noise measurement at one pedestal can therefore err in either direction when the step is coarse.

**Q:** Suppose I average many frames. The read noise falls, so surely I then need the finer converter.

**A:** Less than you might think, because the noise itself moves the signal across code edges, and the average recovers positions between codes. We can calculate what remains. For $|y|<q/2$ the rounding error is $r=-y$, and it repeats with period $q$. It is an odd function, so it has a sine series with wavenumbers $\kappa_m=2\pi m/q$ and coefficients

$$b_m=-\frac4q\int_0^{q/2}y\sin(\kappa_m y)\,dy.$$

Integration by parts gives

$$\int_0^{q/2}y\sin(\kappa_m y)\,dy=\left[-\frac{y\cos\kappa_m y}{\kappa_m}+\frac{\sin\kappa_m y}{\kappa_m^2}\right]_0^{q/2}=-\frac{(-1)^m q^2}{4\pi m},$$

because $\kappa_mq/2=\pi m$. Hence $b_m=(-1)^m q/(\pi m)$.

Next we average over the noise in $y=x+n$. The mean of $\sin\kappa n$ vanishes by symmetry. Call the mean of $\cos\kappa n$ $c(\kappa)$. A Gaussian density $p$ obeys $n\,p=-s^2\,dp/dn$, so integration by parts gives

$$\frac{dc}{d\kappa}=-\int n\,p\sin(\kappa n)\,dn=-s^2\kappa\,c.$$

With $c(0)=1$ this means $c=e^{-\kappa^2s^2/2}$. The mean error at a fixed level is therefore

$$\beta(x)=\sum_{m=1}^{\infty}\frac{(-1)^m q}{\pi m}\,e^{-2\pi^2m^2s^2/q^2}\sin\frac{2\pi m x}{q}.$$

The exponential falls very quickly once $s$ approaches $q$. At 12 bits $s/q=0.82$, and the largest mean error is about $2\times10^{-6}$ electrons. At 10 bits it is 1.7 electrons, and at 8 bits about 18 electrons.

**Q:** What does that mean for a stack of 100 frames?

**A:** Let each pixel keep its own position in the step, with fresh, independent noise in every frame. The mean error $\beta$ stays the same from frame to frame, so averaging does not reduce it. Only the fluctuating part of the variance is divided by the number of frames $M$. Let $D^2$ be the average of $\beta^2$ over a step. Each squared sine averages to one half and the cross terms vanish, so

$$D^2=\frac12\sum_{m=1}^{\infty}\left(\frac{q}{\pi m}\right)^2e^{-4\pi^2m^2s^2/q^2},\qquad \sigma_M^2=D^2+\frac{\sigma^2-D^2}{M}.$$

At 12 bits $D$ is negligible, and 100 frames reduce the floor from 2.65 to 0.265 electrons, far below one step. The average must of course be stored with finer digits than the single frames. At 8 bits the floor falls only from 14.3 to 11.7 electrons, because most of the error is fixed. There, finer steps would help a great deal.

**Q:** My supplier says that extra bits doubled the maximum signal in another camera. Is that impossible?

**A:** It is possible if the step was kept fixed and the range was allowed to grow. Hold the step at 3.05 electrons. With 10 bits the top code stands for $1023\times3.052=3122$ electrons, and subtracting the pedestal leaves a ceiling of 2922 electrons. The converter clips long before the well is full, and the dynamic range is 60.8 dB.

With 12 bits at the same step the range covers the well. The ceiling rises to 10000 electrons and the dynamic range to 71.5 dB. With 14 bits at that step the converter could represent much larger signals, but the pixel cannot supply them, and the dynamic range stays at 71.5 dB. So before crediting the bits, ask whether the step or the range was held fixed, and which part clipped first.

**Q:** If bits are not the answer for my camera, what is?

**A:** One of the two analogue limits must move. At 14 bits, halving the read noise with everything else fixed gains 5.9 dB. Doubling both the well and the converter range, with the read noise still 2.5 electrons, also gains 5.9 dB. Doubling the well but keeping the range gains 1.8 dB, because the converter then clips at about 12300 electrons.

The condition on the read noise matters. Suppose you fit the larger well into the same 1000 mV by halving the conversion gain. If the noise is a fixed voltage, it now corresponds to twice as many electrons. Ceiling and noise both double, and their ratio has not improved.

**Q:** You have left out photon noise. Does it not change the smallest signal I can see?

**A:** It does. The dark floor is a convention. A stricter one asks for the mean signal $S$ at which the signal-to-noise ratio is one. Photoelectrons arrive with Poisson statistics, so their variance equals their mean, and

$$\frac{S}{\sqrt{S+\sigma^2}}=1\quad\Rightarrow\quad S^2-S-\sigma^2=0\quad\Rightarrow\quad S=\frac12+\sqrt{\frac14+\sigma^2}.$$

I took the positive root because $S$ is a signal. At 14 bits this gives 3.06 electrons instead of 2.51, which lowers the dynamic range by 1.7 dB. That is more than all bits beyond 12 could add. In bright areas the step matters even less: near the full well the shot noise is $\sqrt{10000}=100$ electrons, against a 12-bit step of about 3.

**Q:** How far should I trust these figures for a real sensor?

**A:** The parameters are rough values in the regime of a small CMOS pixel, and 72 dB is the result of this model, not a measurement. One assumption that depends on the conditions of use is that read noise is the only analogue noise in the dark. Assume a dark current of 2 electrons per second at 300 K and an Arrhenius law with an activation energy of 0.65 eV, both rough. At 333 K the rate is 24 electrons per second. Even after its mean is subtracted, dark charge adds a variance equal to that mean. At 14 bits this costs 0.5 dB in an exposure of 1/30 s, but 6.8 dB in one second. An uncorrected offset pattern of 1 electron rms would cost 0.6 dB. Leaving one standard deviation of shot noise as headroom below the well costs 0.09 dB.

The model also assumes that reset noise is cancelled by correlated double sampling, which subtracts a reading taken just after reset. The energy of $N$ electrons on the sense node is $N^2/2C$. Setting its thermal mean to $k_{\mathrm B}T/2$ gives an rms charge of $\sqrt{k_{\mathrm B}TC}$. If the voltage gain between the sense node and the converter is taken as one, 80 µV per electron means $C=2.0$ fF, and at 333 K the reset noise is 19 electrons. Without cancellation the dynamic range would fall by 17.6 dB.

I have also assumed that this subtraction happens before a single conversion. Many CMOS sensors instead convert both readings and subtract the codes, so rounding enters twice. At 12 bits the two rounding errors are practically independent, and $q^2/12$ becomes $q^2/6$. With the same total read noise of 2.5 electrons, going from 12 to 14 bits then gains about 0.9 dB instead of 0.47 dB, still far from two stops. The loss at 12 bits is about 1.0 dB instead of 0.51 dB, so the rule for choosing the number of bits needs the same replacement.

Finally, the converter is taken as ideal. In a real one the code edges are not evenly spaced. An edge displaced by $t$ gives the wrong neighbouring code over a length $t$, and this adds $t^2$ to the mean square rounding error averaged over a step. If the edges of both converters are displaced independently by 0.3 of their own step rms, a single conversion gains about 0.9 dB from 12 to 14 bits instead of 0.47 dB, on average over many such converters. Dark readings at 12 bits meet only the few edges near the pedestal, so for one particular pair of converters the gain can differ from this average by more than a decibel in either direction.

Each of these losses is taken alone. The added dark noises raise the analogue floor, so they leave even less for finer steps to gain. A pixel with much lower read noise is the opposite case: its converter needs a finer step, and there your 14 bits may be worth having.

**Q:** So for my camera I should compare the 12-bit step with the read noise before I buy anything.

**A:** Yes, in electrons, and check that the range covers the well plus the pedestal. With a step of 3.05 and a read noise of 2.5 electrons, and with both converters close to ideal, the new converter offers you about half a decibel, or 0.9 dB if your sensor converts both readings of the double sampling. If its analogue noise differs from the old one's, put the new $s$ into the formula, because that difference may matter more than the two bits.
